The spin-orbit contribution to the zero-field splitting of ground-state O₂

**Tutorial sheet: the zero-field splitting of ground-state O₂**

**Problem**

The ground state X ³Σg⁻ of O₂ has a measured zero-field splitting of roughly 4.0 cm⁻¹. The nominal input D = 3.96 cm⁻¹ (118.7 GHz) is used for the arithmetic below, and its third figure is not to be read as measured. The state b ¹Σg⁺, which comes from the same π_g² configuration, lies Δ ≈ 1.3×10⁴ cm⁻¹ above X, and the bond length is R ≈ 1.2 Å. Both of these are rough measured values with two figures. The nuclei are fixed, z is the bond axis, and l and s are in units of ħ.

(a) Find the spin-orbit matrix element between b and X when the spin-orbit operator in the π_g shell is ζ Σ l·s, and the contribution D_SO(b) that it makes to D.

(b) Obtain ζ for the oxygen atom from the Breit-Pauli operator.

(c) Split D into D_SO(b) and a spin-spin remainder.

(d) Compute the spin-spin part directly and decide whether the split in (c) can be trusted.

**Hints**

1. D is the energy of M_S = ±1 minus the energy of M_S = 0. Ask which components of X can mix with b when Ω = Λ + M_S is conserved.
2. Use complex orbitals π₊ and π₋. The two determinants with one electron in each and opposite spins are eigenfunctions of Σ l_z s_z, but not of S².
3. For the p⁴ atom, one determinant is a pure ³P₂ state. The electrons screen the nuclear term, through exchange as well as directly.
4. A measured D fixes only a sum, so the remainder in (c) carries the whole error of the spin-orbit estimate.
5. For the dipolar operator keep the part that conserves M_S, and use s₁·s₂ = 1/4 in a triplet.

**Solution**

**1. The spin Hamiltonian.** For S = 1 with axial symmetry,

H = D (S_z² − 2/3),   E(±1) = D/3,   E(0) = −2D/3,   D = E(±1) − E(0).

The spectroscopic form (2/3)λ(3S_z² − S²) equals 2λ(S_z² − 2/3) when S² = 2, so D = 2λ. To leading order in the magnetic interactions D = D_SS + D_SO, with the dipolar coupling of the spins taken in first order and spin-orbit coupling in second order.

**2. The states of π_g².** Write the two real orbitals as x = f cos φ and y = f sin φ, with φ the angle about the axis and f independent of φ. Then π± = (x ± i y)/√2 obey l_z π± = ±π±. With (pq|rs) the repulsion between the distributions p*q and r*s, define J = (xx|yy) and K = (xy|xy).

The distributions x² − y² = f² cos 2φ and 2xy = f² sin 2φ are carried into each other by a rotation of 45°, so their self-repulsions are equal:

2(xx|xx) − 2J = 4K,   hence (xx|xx) = J + 2K.

Since |π₊|² = |π₋|² = (x² + y²)/2 and π₊*π₋ = (x² − y² − 2i xy)/2,

(++|−−) = (++|++) = [2(J + 2K) + 2J]/4 = J + K,

(+−|−+) = [4K + 4K]/4 = 2K.

The cross term between cos 2φ and sin 2φ vanishes by reflection symmetry. The determinants with Λ = 0 and M_S = 0 are D1 = |π₊α π₋β| and D2 = |π₊β π₋α|. Expanding them,

D1 + D2 = [π₊π₋ − π₋π₊](αβ + βα)/√2,

D1 − D2 = [π₊π₋ + π₋π₊](αβ − βα)/√2.

The first is a triplet. Its spatial factor is −i(xy − yx), which changes sign under the reflection y → −y, so it is ³Σ⁻. The second is a singlet with spatial factor xx + yy, which is ¹Σ⁺. Thus

|X,0⟩ = (D1 + D2)/√2,   |b⟩ = (D1 − D2)/√2,

while |X,+1⟩ = |π₊α π₋α|, |X,−1⟩ = |π₊β π₋β|, and a ¹Δg consists of |π₊α π₊β| and |π₋α π₋β|. An antisymmetric spatial function has energy direct minus exchange and a symmetric one direct plus exchange, so

E(X) = J − K,   E(a) = J + K,   E(b) = J + 3K.

The gap in this single configuration is 4K. With restricted open-shell Hartree-Fock (ROHF) orbitals in the 6-311G* basis at R = 1.2 Å, the basis and geometry of all molecular numbers below, K = 5226 cm⁻¹ and 4K = 20904 cm⁻¹ (a larger 4s6p2d basis with uncontracted p functions gives K = 5210 cm⁻¹). This is far above the measured gap, which is therefore used as the denominator.

**3. Part (a).** In l·s = l_z s_z + (l₊s₋ + l₋s₊)/2 the ladder terms change the orbital projection by one unit and lead out of the π shell, so only l_z s_z acts within it. Adding l_z s_z over the two electrons:

D1: (+1)(+1/2) + (−1)(−1/2) = +1,   D2: (+1)(−1/2) + (−1)(+1/2) = −1,

X(+1): (+1)(1/2) + (−1)(1/2) = 0,   a(Λ = 2): (+1)(1/2) + (+1)(−1/2) = 0,

and likewise zero for X(−1) and the other component of a. Hence H_SO D1 = ζ D1 and H_SO D2 = −ζ D2, which gives

H_SO |X,0⟩ = ζ (D1 − D2)/√2 = ζ |b⟩,   ⟨b|H_SO|X,0⟩ = ζ,   ⟨X,0|H_SO|X,0⟩ = 0.

Only the Ω = 0 component mixes. In the basis (X,0; b) the matrix has diagonal elements 0 and Δ and off-diagonal element ζ, so E(E − Δ) = ζ² and the lower root is E = Δ/2 − √(Δ²/4 + ζ²). The components ±1 stay at zero, so

D_SO(b) = √(Δ²/4 + ζ²) − Δ/2.

Writing the root as (Δ/2)√(1 + u) with u = 4ζ²/Δ² and using √(1 + u) = 1 + u/2 − u²/8 + …,

D_SO(b) = ζ²/Δ − ζ⁴/Δ³ + …

The contribution is positive whatever the sign of ζ, because a higher state pushes X(0) down. The first correction is a fraction (ζ/Δ)² of the leading term. The expansion converges only for u ≤ 1, that is |ζ| ≤ Δ/2. For |ζ| ≫ Δ the lowest level approaches the single determinant D2 (ζ > 0) or D1 (ζ < 0), an equal mixture of singlet and triplet.

**4. Part (b).** With lengths in units of the Bohr radius a₀, energies as wavenumbers and g = 2 in the spin-orbit terms,

H_SO = Σ_i h(i)·s_i + Σ_{i≠j} G(i,j)·(s_i + 2s_j),

h(i) = c_SO Z l_i/r_i³,   G(i,j) = −c_SO (r_ij × p_i)/(ħ r_ij³),

c_SO = (μ₀/4π) 2μ_B²/(a₀³ hc) = 5.8437 cm⁻¹.

The term in s_i is the coupling of an electron's spin to its own motion in the field of electron j, and the term in 2s_j is the spin-other-orbit coupling.

Within the ³P term the operator acts in first order as A L·S. The determinant with α electrons in m = +1, 0, −1 and a β electron in m = +1 is the only one with M_L = M_S = 1, so it is the J = 2, M_J = 2 state, and ⟨L·S⟩ = M_L M_S = 1 because the ladder terms have no diagonal element. A pure one-electron operator would give ζ[(1 + 0 − 1)(1/2) + (1)(−1/2)] = −ζ/2. The atomic constant is defined by this relation, ζ = −2A, with A the expectation value of the full operator.

In a determinant of spin orbitals with spin projections s_i = ±1/2, let h and G now denote z components, with G_{pq,rs} = ∫∫ p*(1) r*(2) G(1,2) q(1) s(2). The direct term of an ordered pair carries the spin factor s_i + 2s_j. The exchange term carries ⟨σ_i|s|σ_j⟩⟨σ_j|σ_i⟩ + 2⟨σ_i|σ_j⟩⟨σ_j|s|σ_i⟩, which vanishes for opposite spins and equals 3s_i for equal spins. In both terms only diagonal spin elements appear, so the x and y components drop out:

⟨H_SO⟩ = Σ_i h_ii s_i + Σ_{i≠j} [G_{ii,jj}(s_i + 2s_j) − 3 s_i δ(σ_i,σ_j) G_{ij,ji}].

For real orbitals G_{pq,rs} is −i times a real array antisymmetric in p and q, because G is Hermitian, purely imaginary and multiplicative in the second electron. So G_{cc,rs} = 0 for a real orbital c. Take an electron in orbital a with spin s and a doubly occupied real orbital c. The direct terms give G_{aa,cc}[(s + 1) + (s − 1)] = 2s G_{aa,cc}, the reversed pairs give G_{cc,aa} = 0, and exchange with the one electron of the same spin gives −3s(G_{ac,ca} + G_{ca,ac}). With occupation n_c = 2 this is s times the mean-field element

h_aa + Σ_c n_c [G_{aa,cc} − (3/2)(G_{ac,ca} + G_{ca,ac})].

The expression is exact for closed shells. Used with fractional, spin-averaged n_c for an open shell, it is the spin-orbit mean-field approximation.

The atomic orbitals come from a CASSCF calculation with four electrons in the three 2p orbitals, averaged over the three spatial components of ³P so that they stay spherical, in 6-311G*. With ⟨r⁻³⟩ = 4.8912 a₀⁻³ the nucleus gives

5.8437 × 8 × 4.8912 = 228.66 cm⁻¹.

The direct term of a spherical core is the field of the enclosed charge N(r), by Gauss's law, and equals −c_SO⟨N(r)/r³⟩ = −44.13 cm⁻¹ for 1s²2s². Nucleus and core together give 150.61 cm⁻¹, so exchange supplies 150.61 − 228.66 + 44.13 = −33.92 cm⁻¹, about three quarters of the direct screening. The full determinant sum, including the pairs within the 2p shell, gives

A = −78.78 cm⁻¹,   ζ = 157.55 cm⁻¹.

The mean field of the whole atom, with n = 4/3 in each 2p orbital, gives 145.98 cm⁻¹ instead. The two differ only in the treatment of the 2p-2p pairs, whose factors s_i + 2s_j depend on the spin arrangement of the particular term. "The atomic ζ" is therefore defined only to within several per cent, and the value from A is the larger of the two. These numbers are also not converged in the basis, which is stiff near the nucleus: an uncontracted 10s8p basis gives ⟨r⁻³⟩ = 4.965 a₀⁻³, ζ = 160.8 cm⁻¹ and a mean-field value of 149.3 cm⁻¹, so both constants rise by about 2 %.

**5. Part (c).** With ζ/Δ = 0.0121 the fourth-order term is −2.8×10⁻⁴ cm⁻¹ and can be dropped.

D_SO(b) = 157.55²/13000 = 1.909 cm⁻¹ (57.2 GHz),

D_SS(by difference) = 3.96 − 1.909 = 2.051 cm⁻¹ (61.5 GHz).

On this estimate spin-orbit coupling supplies 48 % of D. A two-figure Δ is uncertain by up to 0.05/1.3, about 4 % of itself, and D_SO(b) has the same relative uncertainty, so the answer is about 1.9 and 2.1 cm⁻¹. The third decimals are kept only to make the arithmetic traceable. The smaller mean-field ζ would lower D_SO(b) and raise the remainder further. The larger-basis ζ = 160.8 cm⁻¹ gives 1.99 and 1.97 cm⁻¹, so this estimate says only that the two parts are about equal.

**6. Part (d): the dipolar term in one configuration.** Two moments −gμ_B s interact through

H_SS = c_SS Σ_ab T_ab s_1a s_2b,   T_ab = (r² δ_ab − 3 r_a r_b)/r⁵,   r = r₁ − r₂,

c_SS = (μ₀/4π)(gμ_B)²/(a₀³ hc) = 11.7144 cm⁻¹,

with the free-electron g. The two minus signs of the moments cancel. Split the diagonal terms using T_xx + T_yy = −T_zz:

T_xx s_x s_x + T_yy s_y s_y = −(T_zz/2)(s_x s_x + s_y s_y) + ((T_xx − T_yy)/2)(s_x s_x − s_y s_y).

The functions T_xx − T_yy and T_xy vary as cos 2φ and sin 2φ in the azimuth of r, and T_xz and T_yz as cos φ and sin φ, so they average to zero in a Σ state. With T = T_zz = (r² − 3z²)/r⁵ what remains is

H_SS → c_SS T [s_1z s_2z − (s_1x s_2x + s_1y s_2y)/2].

In a triplet s_x s_x + s_y s_y = 1/4 − s_z s_z, so the bracket is (3/2)s_z s_z − 1/8. It equals 3/8 − 1/8 = 1/4 for M_S = ±1 and −3/8 − 1/8 = −1/2 for M_S = 0, in the ratio required by step 1. The difference is 3/4. With the spatial function Φ = (xy − yx)/√2,

D_SS = (3/4) c_SS ⟨T⟩,   ⟨T⟩ = (xx|T|yy) − (xy|T|yx).

Doubly occupied orbitals do not contribute. Their direct term vanishes because the pair has no spin, and their exchange term with any electron, summed over the two spins of the pair, carries s_z s_z − (s_x s_x + s_y s_y)/2 as a product of operators on one spin, which is 1/4 − (1/4 + 1/4)/2 = 0.

The integrals follow from ∂_a∂_b(1/r) = −T_ab − (4π/3)δ_ab δ(r). Since 1/r depends on r₁ − r₂, the mixed derivative ∂_1a∂_2b(1/r) is the negative of this. Integrating by parts once on each electron,

(∂_a ρ₁|∂_b ρ₂) = (ρ₁|T_ab|ρ₂) + (4π/3)δ_ab ∫ρ₁ρ₂,

so the dipolar integrals are the traceless part of analytic repulsion integrals over differentiated Gaussian distributions. With the ROHF orbitals,

⟨T⟩ = 0.11631 − (−0.05676) = 0.17307 a₀⁻³,

D_SS = 0.75 × 11.7144 × 0.17307 = 1.521 cm⁻¹ (1.516 cm⁻¹ in the 4s6p2d basis).

The sign can be read from T = (1 − 3cos²θ)/r³, where θ is the angle between r and the axis. Electrons on opposite atoms have r roughly along z and contribute negatively, as two point dipoles would. But Φ = f(1)f(2) sin(φ₂ − φ₁)/√2 vanishes whenever r is parallel to z, so close pairs, which the factor r⁻³ weights most, tend to lie across the axis, where T is positive. The positive total shows that these outweigh the axial pairs.

**7. Correlation in D_SS.** For a general M_S = 1 state, D_SS = 3⟨H_SS⟩. Use s_x s_x + s_y s_y = (s₊s₋ + s₋s₊)/2, real orbitals, T_pqrs = (pq|T|rs) and the pair densities Γ^{στ}_pqrs = ⟨a†_pσ a†_rτ a_sτ a_qσ⟩. A pair operator carries a factor 1/2 in second quantization. The s_z s_z term gives (1/2)(1/4)(Γ^{αα} + Γ^{ββ} − Γ^{αβ} − Γ^{βα}), and the two mixed blocks contribute equally because T_pqrs = T_rspq. The term s₁₊s₂₋ gives ⟨a†_pα a†_rβ a_sα a_qβ⟩ = −Γ^{αβ}_psrq after exchanging the two annihilators, s₁₋s₂₊ gives the same sum, and the prefactor is (1/2)(−1/4) for each. Therefore

D_SS = 3 c_SS Σ T_pqrs [(Γ^{αα} + Γ^{ββ})_pqrs/8 − Γ^{αβ}_pqrs/4 + Γ^{αβ}_psrq/4].

For two α electrons in x and y the sum over Γ^{αα} is 2⟨T⟩, which returns (3/4)c_SS⟨T⟩.

The smallest correlated case keeps six electrons in π_u and π_g with ROHF orbitals. For M_S = 1 all four α orbitals are full, and g symmetry leaves two placements of the β pair, π_u⁴π_g² and π_u²π_g⁴. With Ψ = c₀Ψ₀ + c₁Ψ₁,

D_SS = c₀² D₀₀ + 2c₀c₁ D₀₁ + c₁² D₁₁,

which contains a term linear in c₁, because H_SS is a two-electron operator and connects the two determinants. Diagonalization gives c₀² = 0.9473, so c₁² = 0.0527 and |c₀c₁| = √(0.9473 × 0.0527) ≈ 0.22. The effect is seen in the limit of zero overlap. The unpaired pair then has the spatial function (I − C)/√2 in π_g and (I + C)/√2 in π_u, where I has both on one atom and C has one on each. The weight of I in the mixture is (c₀ + c₁)²/2 = 1/2 + c₀c₁. Repulsion is larger in I, so c₀c₁ is negative, and the weight falls from 0.50 to about 0.28. Since I holds the close pairs, D_SS falls. The computed values are:

ROHF: 1.521 cm⁻¹
π-only CI, six electrons in four orbitals: 0.735 cm⁻¹
CASSCF with eight electrons in the six 2p-derived orbitals, optimized for X: 1.024 cm⁻¹
CISD on the ROHF determinant, all electrons and orbitals: 1.582 cm⁻¹ (47.4 GHz)

The sequence is not monotonic. The valence spaces lower D_SS strongly, and CISD lands slightly above ROHF. A conjecture is that excitations out of the valence space reduce c₁ and add spin polarization of the doubly occupied orbitals, so that the closeness of ROHF and CISD is a cancellation. The CISD state has reference weight 0.92 and ⟨S²⟩ = 2.0003, so it is nearly a pure triplet, but it omits higher excitations and uses a modest basis. It is the most complete of the four values listed and is not shown to be converged: replacing the single d shell by two raises it to 1.591 cm⁻¹, and CCSD in 6-311G* gives 1.605 cm⁻¹, so its third figure is not settled.

All four direct values lie below the remainder of part (c). Against CISD the remainder is too high by 2.051 − 1.582 = 0.47 cm⁻¹, about 30 % of the CISD value, which is several times the effect of the uncertainty in Δ. Unless the direct values are all too low, either the coupling to b is larger than ζ or other states matter.

**8. The molecular coupling.** Apply the full operator of step 4, with h summed over both nuclei, to D1 and D2 including the seven doubly occupied orbitals:

⟨b|H_SO|X,0⟩ = (H₁₁ − H₂₂ + H₁₂ − H₂₁)/2.

Reversing all spins reverses the sign of the determinant formula, so H₂₂ = −H₁₁. The determinants differ in two spin orbitals. The pairing that keeps the orbitals flips both spins, which s₁ + 2s₂ cannot do. The pairing that keeps the spins needs G_{+−,−+} or G_{−+,+−}. In these the first index pair has the coefficients of (x ∓ iy)(x ∓ iy), symmetric in the two real orbitals, and G is antisymmetric, so they vanish. The coupling is H₁₁, and the determinant sum gives 173.38 cm⁻¹. The 4s6p2d basis raises it by about 1 %, to 175.35 cm⁻¹ (D_SO(b) = 2.365 cm⁻¹), while the ratio of the atomic ζ to the coupling stays at 0.91 when both use the same s and p functions.

The mean-field element of π₊ with n = 1 in each π_g orbital has the same value, and the equality is exact. Let γ = G_{++,++} = G_{++,−−} = −G_{−−,++}, where the first equality holds because |π₊|² = |π₋|² and the sign change follows from complex conjugation. In D1 the open-shell pair gives γ(1/2 − 1) + (−γ)(−1/2 + 1) = −γ. The mean field gives 2γ from the direct terms and −(3/2)(2γ) from exchange with π₊ itself, while exchange with π₋ vanishes as above, again −γ. The equality holds for this single configuration. The mean-field operator is also used for the correlated states below, where it is an approximation; for the CASSCF coupling to b the full operator gives 171.48 cm⁻¹ against 171.46 cm⁻¹.

The atomic ζ is 9 % below 173.38 cm⁻¹, and squaring makes D_SO(b) 17 % too low relative to

173.38²/13000 = 2.312 cm⁻¹,   remainder 1.648 cm⁻¹.

With CASSCF wave functions and the mean-field operator the coupling is 171.46 cm⁻¹, so

171.46²/13000 = 2.261 cm⁻¹,   remainder 1.699 cm⁻¹,

and b supplies 57 % of D. Correlation in this space changes the coupling by about 1 % of the ROHF value, far less than it changes D_SS.

**9. Other states.** Second-order perturbation theory lowers each component by Σ|⟨n|V|X,M⟩|²/(E_n − E_X), so

D_SO = Σ_n [|⟨n|V|X,0⟩|² − |⟨n|V|X,1⟩|²]/(E_n − E_X).

The ladder terms reach Π states. They change M_S by q = ±1 and Λ by −q, and V is a vector in spin space, so by the Wigner-Eckart theorem each squared element is proportional to ⟨1 M; 1 q|S′ M+q⟩². Summing over q = ±1:

S′ = 0: 0 for M = 0 and 1/3 for M = 1, a negative contribution;
S′ = 1: 1/2 + 1/2 for M = 0 and 1/2 for M = 1, a positive contribution;
S′ = 2: 1/2 + 1/2 for M = 0 and 1 + 1/6 for M = 1, a negative contribution.

The sum was taken over all eigenstates among the 495 determinants of eight electrons in the six CASSCF orbitals, where a and b lie at 7400 and 13726 cm⁻¹. State b gives 171.46²/13726 = 2.142 cm⁻¹. The other singlets give −0.081, the triplets +0.115 and the quintets −0.022 cm⁻¹, with the signs expected for Π states, which dominate each class (the Σ states add at most 0.004 cm⁻¹). Their sum is 0.012 cm⁻¹, a small difference that becomes 0.021 cm⁻¹ with the full operator in place of the mean field. The second-order total is 2.153 cm⁻¹, and diagonalizing the spin-free Hamiltonian plus V in the same space gives 2.149 cm⁻¹. Within this valence space the neglect of other states is therefore harmless, through cancellation, mainly between the triplet and singlet terms, each several times larger than the sum. States outside the space are not covered.

**10. Balance.** Taking D_SS from CISD, the CASSCF coupling with the measured gap, and the other states,

1.582 + 2.261 + 0.012 = 3.855 cm⁻¹,

which is 0.105 cm⁻¹, under 3 % of D, below the given value. This closeness depends on the choice of D_SS. With D_SS from the same CASSCF calculation as the spin-orbit terms, the sum is 1.024 + 2.261 + 0.012 = 3.297 cm⁻¹, short of D by 0.663 cm⁻¹ or 17 % of D. The balance therefore closes only with a D_SS near the CISD value, which is not shown to be converged. The two-figure D is itself uncertain by up to 0.05 cm⁻¹. A 4 % change of Δ alone moves the sum by about 0.09 cm⁻¹, the terms come from different levels of theory, and the measured D is averaged over the zero-point vibration while these numbers refer to one bond length. The residual has no meaning at a finer level. The split in (c) gives the right sizes but is too even: the molecular couplings put 2.3 to 2.4 cm⁻¹ in spin-orbit coupling and leave 1.6 to 1.7 cm⁻¹ by difference, the CISD value of D_SS is 1.6 cm⁻¹ and the other three listed values are lower still, where the atomic ζ gives 1.9 and 2.1 (2.0 and 2.0 in the larger atomic basis).

**Variation 1: allowing for overlap**

Build π_g from frozen atomic 2p orbitals with m = +1 and find the coupling.

The antibonding orbital is π_g = N(p_A − p_B) with S = ⟨p_A|p_B⟩ > 0 for parallel orbitals. Normalization gives N²(2 − 2S) = 1. With h the z component of the molecular mean-field operator, h_BB = h_AA and h_BA = h_AB by symmetry, so

⟨π_g|h|π_g⟩ = (2h_AA − 2h_AB)/(2 − 2S) = (h_AA − h_AB)/(1 − S).

The model of part (a) sets S = 0, h_AB = 0 and h_AA = ζ. The first two hold at large R, but h_AA, being a mean-field element, then tends to an atomic mean-field value and not to the ζ obtained from A. Keeping S but making the other two replacements gives ζ/(1 − S). With the atomic orbitals of step 4, S = 0.2263 and

157.55/0.7737 = 203.6 cm⁻¹,   D_SO(b) = 3.190 cm⁻¹,   remainder 0.770 cm⁻¹.

This overshoots 173.38 cm⁻¹ by 17 %, more than the bare ζ undershoots it. The actual elements are h_AA = 147.57 cm⁻¹, close to the atomic mean-field value 145.98 and not to the value from A, and h_AB = 5.39 cm⁻¹:

(147.57 − 5.39)/0.7737 = 183.8 cm⁻¹.

This is 6 % above 173.38 cm⁻¹. The operator is the same in both, so the difference measures how far the self-consistent π_g orbital departs from the frozen atomic combination. The normalization factor is the reason the molecular coupling exceeds ζ, but it has to be applied to h_AA − h_AB.

**Variation 2: the problem reversed**

Take D_SS from the direct calculation and find the coupling m = |⟨b|H_SO|X,0⟩| that the measured D requires.

From D = D_SS + m²/Δ + D_rest,

m = √[(D − D_SS − D_rest) Δ].

With the CISD value and D_rest = 0.012 cm⁻¹,

m = √[(3.96 − 1.582 − 0.012) × 13000] = √(2.366 × 13000) = 175.4 cm⁻¹.

The square root halves relative errors: δm/m = δΔ/(2Δ) + (δD − δD_SS)/[2(D − D_SS − D_rest)]. An uncertainty of 0.05 cm⁻¹ in the two-figure D gives about 1 % in m. A 4 % uncertainty in Δ becomes 2 % in m, so the result is about 175 cm⁻¹. The ROHF coupling 173.4 is about 1 % below it, inside that margin. The CASSCF coupling 171.5 is 2.2 % below it, just outside the margin from Δ alone and inside once the uncertainty of D is added. These margins are comparable to the basis error: the ROHF coupling rises by about 1 %, to 175.4 cm⁻¹, in the 4s6p2d basis. The result is 11 % above the atomic ζ in 6-311G* and 9 % above the larger-basis value. The inference depends on D_SS being right: a lower D_SS, such as the valence CASSCF value, would demand a larger m than either molecular calculation provides.
